# Gaussian Model Charges and Plateau Alignment for Charged Defects in Supercells

## What dimension and symmetry fix

Put a localized charge $q$ in a cubic cell of side $L$, in a medium of dielectric constant $\varepsilon$. The electrostatic energy is quadratic in $q$ and inversely proportional to $\varepsilon$. If the charge has width $\sigma$, the difference between its isolated and periodic energies must have the form

$$E_{\rm iso}-E_{\rm per}=\frac{q^2}{\varepsilon L}\,F(\sigma/L).$$

Cubic symmetry allows a constant in $F$ and, at second order, only the trace of the second moment, hence a term in $(\sigma/L)^2$. The far potential of the same charge has a shift of order $q\sigma^2/(\varepsilon L^3)$. Multiplied by $q$, this has the same form as the second-order energy term, so the two can cancel. Poisson's equation fixes both coefficients, and they do cancel.

This is why a charged-defect energy can be corrected with a Gaussian whose width is arbitrary within limits. The cancellation involves only the model charge, whatever the defect may be, so it cannot certify the physics of the defect.

## Conventions and scheme

Formulas are in Gaussian units. For energies in eV and lengths in nm, replace $q^2$ by $q^2k_e$, where $q$ is now the signed charge number and $k_e=e^2/(4\pi\epsilon_0)=1.439965$ eV nm. $V$ is the potential felt by a positive test charge. A code that prints the potential energy of an electron needs a sign change.

The charge added to the host is $q\rho(\mathbf r)$, with $\int\rho=1$. It is rigid, localized and of tetrahedral symmetry. A uniform background neutralizes the cell of volume $\Omega=L^3$, and every periodic potential has zero mean. The model charge is $qg$, where $g$ is a normalized Gaussian of standard deviation $\sigma$ along each axis. With bars for averages over planes of constant $z$, the correction is

$$E_{\rm corr}=E_{\rm iso}[g]-E_{\rm per}[g]-qC,\qquad C=\bar V_\rho(L/2)-\bar V_g(L/2).\tag{1}$$

It is added to the supercell energy. The defect is at $z=0$, so $z=L/2$ is the farthest plane.

## The periodic kernel

Let $\psi$ be the zero-mean potential of a unit point charge, its images and the background:

$$-\nabla^2\psi=4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].$$

Near the origin $\psi=1/r+u$, with $u$ regular and $\nabla^2u=4\pi/\Omega$. Since $\nabla^2r^2=6$, cubic symmetry gives

$$\psi=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+K_4(\mathbf r)+\dots,\tag{2}$$

where $K_4$ is a harmonic polynomial of degree four.

The energy of $q\rho$ is $(q^2/2\varepsilon)$ times the average of $\psi(\mathbf r-\mathbf r')$ over two independent points drawn from $\rho$. The dipole vanishes, so $\langle|\mathbf r-\mathbf r'|^2\rangle=2\langle r^2\rangle$. Therefore

$$E_{\rm iso}[\rho]-E_{\rm per}[\rho]=\frac{q^2}{\varepsilon}\Big[\frac{\alpha}{2L}-\frac{2\pi\langle r^2\rangle}{3\Omega}\Big]-\frac{q^2}{2\varepsilon}\langle K_4\rangle-\dots\tag{3}$$

This is what the correction should supply.

## The Gaussian, including its tails

Smear $\psi$ with a Gaussian $g_\tau$ of standard deviation $\tau$ and call the result $\psi_\tau$. Because $-\nabla^2[{\rm erfc}(r/\sqrt2\tau)/r]=4\pi(\delta-g_\tau)$, the function

$$\psi(\mathbf r)-\sum_{\mathbf R}\frac{{\rm erfc}(|\mathbf r-\mathbf R|/\sqrt2\tau)}{|\mathbf r-\mathbf R|}$$

has the same Laplacian as $\psi_\tau$. Two periodic functions with equal Laplacians differ by a constant. The mean of the function above is

$$-\frac1\Omega\int_0^\infty4\pi r\,{\rm erfc}\Big(\frac{r}{\sqrt2\tau}\Big)dr=-\frac{8\pi\tau^2}{\Omega}\int_0^\infty x\,{\rm erfc}\,x\,dx=-\frac{2\pi\tau^2}{\Omega},$$

since the last integral is $1/4$. As $\psi_\tau$ has zero mean, it equals that function plus $2\pi\tau^2/\Omega$.

The separation of two points drawn from $g$ is Gaussian with $\tau=\sqrt2\sigma$, so $E_{\rm per}[g]=(q^2/2\varepsilon)\psi_\tau(0)$. At the origin, $1/r-{\rm erfc}(r/2\sigma)/r={\rm erf}(r/2\sigma)/r\to1/(\sqrt\pi\sigma)$. This gives

$$E_{\rm per}[g]=\frac{q^2}{2\varepsilon}\Big[\frac1{\sqrt\pi\sigma}-\frac\alpha L+\frac{4\pi\sigma^2}{\Omega}-\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2\sigma)}R\Big].$$

The first term is the isolated energy, $E_{\rm iso}[g]=q^2/(2\sqrt\pi\,\varepsilon\sigma)$. Subtracting,

$$E_{\rm iso}[g]-E_{\rm per}[g]=\frac{q^2}{\varepsilon}\Big[\frac{\alpha}{2L}-\frac{2\pi\sigma^2}{\Omega}+\frac12\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2\sigma)}R\Big].\tag{4}$$

In practice the periodic energy comes from Fourier components. With $V_{\mathbf G}=4\pi q\,e^{-\sigma^2G^2/2}/(\varepsilon\Omega G^2)$,

$$E_{\rm per}[g]=\frac{2\pi q^2}{\varepsilon\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\sigma^2G^2}}{G^2}.\tag{5}$$

Equating the two forms of $E_{\rm per}[g]$ at any convenient $\sigma$ gives the Ewald value $\alpha=2.837297$. A direct sum over neutral cells, truncated at eight cell sides, gives 2.83730.

## The plateau

The planar average $P(z)$ of $\psi$ satisfies $P''=4\pi/L^3$ between charged planes, its slope jumps by $-4\pi/L^2$ at each plane, and its mean is zero. For $0\le z\le L$,

$$P(z)=\frac{2\pi}{L^2}\Big(\frac L6-z+\frac{z^2}L\Big),\qquad P(L/2)=\frac{2\pi}{L}\Big(\frac16-\frac12+\frac14\Big)=-\frac{\pi}{6L}.$$

Now smear $P$ by a Gaussian displacement $\sigma X$. The linear term averages to itself and the quadratic term gains $2\pi\sigma^2/L^3$. A displacement that crosses a charged plane meets the change of slope. With $\phi$ the normal density, $Q$ its upper tail and $h(t)=\langle(X-t)_+\rangle=\phi(t)-tQ(t)$,

$$\bar V_g(z)=\frac q\varepsilon\Big[P(z)+\frac{2\pi\sigma^2}{\Omega}-\frac{4\pi\sigma}{L^2}\sum_nh\Big(\frac{|z-nL|}\sigma\Big)\Big].\tag{6}$$

For the defect, tetrahedral symmetry gives $\langle z^2\rangle=\langle r^2\rangle/3$. If $\rho$ is negligible at the midplane, the same argument gives $\bar V_\rho=(q/\varepsilon)[P+2\pi\langle r^2\rangle/(3\Omega)]$. Without tails,

$$C=\frac{2\pi q}{\varepsilon\Omega}\Big(\frac{\langle r^2\rangle}3-\sigma^2\Big).\tag{7}$$

The term $-qC$ thus contributes $+2\pi q^2\sigma^2/(\varepsilon\Omega)$, which cancels the width term in (4), and $-2\pi q^2\langle r^2\rangle/(3\varepsilon\Omega)$, which is the second-moment term required by (3). Half the alignment would fail on both counts.

## What the width test can and cannot detect

Insert (4) and (6) into (1) without assuming anything about $\bar V_\rho$:

$$E_{\rm corr}=\frac{q^2}{\varepsilon L}\Big(\frac\alpha2-\frac\pi6\Big)-q\bar V_\rho(L/2)+\frac{q^2}\varepsilon T(\sigma),\tag{8}$$

$$T(\sigma)=\frac12\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2\sigma)}R-\frac{4\pi\sigma}{L^2}\sum_nh\Big(\frac{|L/2-nL|}\sigma\Big).$$

The defect enters through one number that does not depend on $\sigma$. A width scan therefore tests the relative signs and factors of the Gaussian terms, their numerical treatment and the confinement of the Gaussian to the cell. It would pass even if $\bar V_\rho$ had the wrong sign, or came from a delocalized charge or the wrong calculation. For a cubic cell, (8) with $T=0$ also provides a check that needs no Gaussian.

## Pseudocode

```
input: q, eps, L, V_charged(r), V_host(r), widths
V_defect = V_charged - V_host       # positive-charge sign
set the cell average of V_defect to zero
Vbar = average of V_defect over x,y; defect at z = 0
for sigma in widths:
    E_iso = ke*q^2 / (2*sqrt(pi)*eps*sigma)
    E_per = reciprocal sum (5), times ke
    Vg    = planar Gaussian potential, from G=(0,0,Gz)
    D(z)  = Vbar(z) - Vg(z)
    record the variation of D over the far region
    E_corr[sigma] = E_iso - E_per - q*D(L/2)
require: E_corr constant over the admissible widths
require: D flat in the far region
repeat in a larger cell; extrapolate in 1/volume
```

The valence-band edge in the formation energy must refer to the zero-mean host potential. The shift $C$ is then applied once.

## Worked example

Take $q=-3$, $\varepsilon=13$ and $L=1.7$ nm, so $\Omega=4.913$ nm³. The defect density consists of four equal Gaussian lobes of width $s=0.08$ nm, centred at distance $d=0.20$ nm along tetrahedral directions. Its potential was built on a three-dimensional grid and averaged over planes. Its isolated energy, 2.018994 eV, came from a separate radial integral.

The strength is $q^2k_e/\varepsilon=9(1.439965)/13=0.99690$ eV nm, so the point-charge term is $2.837297(0.99690)/(2\times1.7)=0.8319$ eV. The second moment is $\langle r^2\rangle=d^2+3s^2=0.0592$ nm², which lowers the correction by

$$0.99690\times\frac{2\pi(0.0592)}{3(4.913)}=0.0252\ {\rm eV}.$$

The expected correction is 0.8067 eV. The scan gives:

| $\sigma$ (nm) | lattice part (eV) | $-qC$ (eV) | $E_{\rm corr}$ (eV) |
|---|---|---|---|
| 0.05 | 0.82872 | −0.02197 | 0.80675 |
| 0.10 | 0.81916 | −0.01241 | 0.80675 |
| 0.20 | 0.78091 | 0.02583 | 0.80675 |
| 0.30 | 0.71728 | 0.08782 | 0.80509 |
| 0.40 | 0.63265 | 0.15790 | 0.79055 |

Between 0.05 and 0.20 nm the lattice part changes by 47.8 meV and the sum by 0.004 meV. The alignment changes sign near $\sigma^2=\langle r^2\rangle/3$, as (7) requires, so a small $C$ has no special merit.

## Stability: two limits on the width

**Upper limit.** For large $t$, $h(t)$ falls as $\phi(t)/t^2$. The plateau tail therefore contains $e^{-L^2/8\sigma^2}$, while the energy tail in $T$ contains the much smaller $e^{-L^2/4\sigma^2}$. The plateau fails first. The predicted errors are −0.004, −1.66 and −16.2 meV at 0.20, 0.30 and 0.40 nm. The scan was tested against this formula at every width. In this example $\sigma\le L/8\approx0.21$ nm is ample; in general the tail error is $q^2/(\varepsilon L)$ times a function of $\sigma/L$, so for a fixed energy tolerance the largest allowed $\sigma/L$ falls slowly as $q^2/(\varepsilon L)$ grows.

**Lower limit.** If the sum (5) stops at $G_c$, the omitted energy is, with the sum replaced by an integral,

$$\frac{2\pi q^2}{\varepsilon\Omega}\,\frac{\Omega}{(2\pi)^3}\int_{G_c}^{\infty}4\pi e^{-\sigma^2G^2}dG=\frac{q^2\,{\rm erfc}(\sigma G_c)}{2\sqrt\pi\,\varepsilon\sigma}.\tag{9}$$

The correction is then too large by this amount, because the isolated energy is analytic and complete. For $\sigma=0.05$ nm and a deliberately coarse $G_c=40$ nm⁻¹, the actual loss is 25.3 meV and the estimate 26.3 meV. A drift of the scan at small widths calls for a larger cutoff; a drift at large widths calls for a narrower Gaussian.

## The error left by the shape of the defect

The correction supplies the second-moment term of (3) but not $\langle K_4\rangle$. Expanding $1/|\mathbf r-\mathbf R|$ over the images gives

$$K_4=\frac{5A}{2L^5}\Big(x^4+y^4+z^4-\frac35r^4\Big),\qquad A=\sum_{\mathbf n\ne0}\frac{P_4(n_x/n)}{n^5}=3.108,$$

where $P_4$ is the Legendre polynomial and the prefactor makes $K_4=Ar^4/L^5$ on a cube axis.

Of the 16 ordered pairs of lobes, 12 are distinct, with separations such as $(2d/\sqrt3)(1,1,0)$. For each, the bracket is $32d^4/9-(3/5)(64d^4/9)=-32d^4/45$. The average over all pairs is $\frac34(-\frac{32}{45})d^4=-\frac{8}{15}d^4$. Gaussian smearing leaves the average of a harmonic polynomial unchanged. Hence

$$E_{\rm per}[\rho]+E_{\rm corr}-E_{\rm iso}[\rho]\simeq\frac{q^2}{2\varepsilon}\langle K_4\rangle=-\frac{2A}{3}\frac{q^2d^4}{\varepsilon L^5}.\tag{10}$$

This predicts −0.233 meV; the computed error is −0.242 meV. Doubling $L$ reduces it to −0.0074 meV, close to the factor $2^5$. The coefficient in (10) holds for this charge in a cubic cell. The alignment measures $\langle z^2\rangle$ from the plane $z=0$, whereas the energy needs one third of $\langle r^2\rangle$ measured from the charge centroid. If the centroid lies off that plane, or the second moments along the three axes differ, the two need not agree and an error of order $1/L^3$ can remain. Placing the centroid at $z=0$ removes the first cause but not the second.

## A wrong dielectric constant passes the width test

Let the model use $\varepsilon'$ while the defect potential contains $\varepsilon$. In (8) only the first term and the small tail change, so for narrow Gaussians

$$\Delta E=\frac{q^2}{L}\Big(\frac1{\varepsilon'}-\frac1\varepsilon\Big)\Big(\frac\alpha2-\frac\pi6\Big).\tag{11}$$

With $\varepsilon'=11$, this is $12.960\times0.013986\times0.89505/1.7=0.0954$ eV. The computed shift is 95.4 meV, yet the width spread up to 0.20 nm is still only 0.005 meV.

The plateau does reveal the fault. Since $P(z)-P(L/2)=2\pi(z-L/2)^2/L^3$, a mismatch leaves a parabola. Between $z=0.531$ and 0.850 nm the difference potential varies by 7.9 mV with $\varepsilon'=11$, and by less than 0.001 mV with the matching value. Sampling noise of several millivolts can obscure this signal, although the energy error is twelve times larger in meV than the bend is in mV.

The appropriate constant follows the calculation. If the ions are frozen, the potential contains electronic screening alone; if they relax in response to the charge, it contains ionic screening too.

## Microscopic screening passes both tests

Screening weakens at short distance. A simple linear model is

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\Big(1-\frac1\varepsilon\Big)\frac{k^2}{k^2+\kappa^2}.$$

Multiplication by $4\pi/k^2$ gives the macroscopic kernel plus $(1-1/\varepsilon)e^{-\kappa r}/r$, whose space integral is

$$S=\frac{4\pi}{\kappa^2}\Big(1-\frac1\varepsilon\Big).$$

In the periodic cell the zero-mean condition subtracts $S/\Omega$ from this short-range kernel. The far potential shifts by $-qS/\Omega$, but the energy shifts by only $-q^2S/(2\Omega)$, because a quadratic self-energy carries a factor one half. Full alignment adds $+q^2S/\Omega$. The net error is

$$\Delta E_{\rm micro}=-\frac{q^2S}{2\Omega}+\frac{q^2S}{\Omega}=+\frac{q^2S}{2\Omega}.\tag{12}$$

Halving all of $C$ is no cure, since its second-moment part needs the full factor, and a single plateau value does not separate the two.

For $1/\kappa=0.06$ nm, $S=0.04176$ nm² and (12) gives $12.960(0.04176)/(2\times4.913)=0.0551$ eV. The computed error is 54.8 meV. Its width spread is again 0.004 meV. The plateau bends by 0.63 mV between the same two planes, from the exponential tail at the inner plane; that bend dies away farther out, while the 55 meV error remains.

A second cell exposes the error, which is 6.88 meV at $L=3.4$ nm. If $E(L)=E_\infty+b/L^3$, eliminating $b$ from sizes $L$ and $2L$ gives

$$E_\infty=\frac{8E(2L)-E(L)}7.$$

The remaining error is 0.03 meV in this model. In practice any two sufficiently large cells serve, with the extrapolation weights changed to match their volumes, provided the dielectric constant matches. The error (11) falls only as $1/L$, and the formula above leaves $3/7$ of it, 41 meV for $\varepsilon'=11$.

## Cost

With $N$ grid points per side, the sum (5) costs $O(N^3)$ per width, and the planar Gaussian potential needs only $O(N)$ Fourier components. Averaging the supplied potential costs $O(N^3)$ once. The expensive item is the second supercell: doubling $L$ multiplies the number of atoms by 8, and the electronic calculation by 512 if its cost grows as the cube of that number. A smaller size step is cheaper but magnifies noise in the extrapolation.

## Gallium vacancies in GaAs epitaxy

The parameters are roughly those of a triply negative gallium vacancy, a compensating acceptor in n-type GaAs. The static dielectric constant is about 13 and the electronic one about 11. A cell of three cubic lattice constants per side has $L\approx1.7$ nm and 216 atomic sites. Growth from the vapour near 900 K is typical. The four-lobed density is a model, not a computed vacancy state, and 0.06 nm is a rough screening length; (12) scales as its square.

At 900 K, $k_BT=0.07756$ eV. At fixed Fermi level and chemical potentials, the correction lowers the predicted equilibrium concentration by $\exp(0.80675/0.07756)\approx3.3\times10^4$. The microscopic-screening error raises the energy and so understates the concentration by a factor of about 2.0. Since each such vacancy accepts three electrons, this error carries over directly to the estimated compensation while the Fermi level is held fixed.

Two effects belong to the real crystal rather than to the finite cell. Free carriers replace $1/r$ by $e^{-r/\lambda}/r\simeq1/r-1/\lambda$, which shifts the isolated energy by about $-q^2/(2\varepsilon\lambda)$. For $10^{18}$ electrons per cm³, the nondegenerate Debye length is 7.5 nm and the computed shift is −65 meV. If all electrons were in the central (Γ) valley, the ratio of carrier density to effective density would be 0.44, and the leading degeneracy correction would lengthen $\lambda$ by about 8%. At 900 K the L valleys hold a comparable number of electrons, so the actual correction is smaller. Linear screening is itself doubtful near the vacancy: the bare energy $3k_e/(\varepsilon r)$ exceeds $k_BT$ inside about 4.3 nm, where the linear formula overstates electron depletion and hence the size of the shift. A sphere of radius $\lambda$ also holds fewer than two electrons, so a smooth screening cloud is only a rough picture here.

If $\varepsilon$ rises to 13.78 at growth temperature (an assumed relative slope of $10^{-4}$ per K above 300 K; the shift is nearly proportional to the rise, so a slope twice as large roughly doubles it), the isolated energy of the rigid density falls by a further 105 meV when short-range screening is included. This is the largest of the neglected effects sized here and corresponds to a concentration factor $\exp(0.1045/0.07756)\approx3.8$. Delocalized states, nonlinear response, elastic finite-size energy and vibrational entropy are not estimated. An $E_{\rm corr}$ stable to microelectronvolts therefore does not give a vacancy energy of that accuracy. The full numerical output follows.

## Computed values

```
Charge number q: -3; dielectric constant: 13.0
Cell side: 1.70 nm; cell volume: 4.913 nm^3
Lobe distance: 0.20 nm; lobe width: 0.08 nm
Coulomb constant e/(4 pi eps0): 1.439965 V nm
Screened strength q^2 e^2/(4 pi eps0 eps): 0.99690 eV nm
Lattice constant alpha, Ewald: 2.837297
Lattice constant alpha, direct cells: 2.83730
Point-charge term alpha q^2/(2 eps L): 0.83191 eV
Periodic defect energy: 1.211999 eV
Isolated defect energy: 2.018994 eV
sigma (nm) | lattice part (eV) | C (V) | -qC (eV) | E_corr (eV)
0.05 | 0.828724 | -0.007324 | -0.021971 | 0.806753
0.10 | 0.819162 | -0.004136 | -0.012409 | 0.806753
0.15 | 0.803225 | 0.001176 | 0.003527 | 0.806753
0.20 | 0.780914 | 0.008611 | 0.025834 | 0.806749
0.25 | 0.752231 | 0.018112 | 0.054336 | 0.806567
0.30 | 0.717276 | 0.029272 | 0.087816 | 0.805092
0.40 | 0.632646 | 0.052633 | 0.157900 | 0.790546
Lattice-part spread, sigma 0.05-0.20 nm: 47.810 meV
E_corr spread, sigma 0.05-0.20 nm: 3.972 ueV
Predicted tail at sigma 0.20 nm: -0.0040 meV
Predicted tail at sigma 0.30 nm: -1.6608 meV
Predicted tail at sigma 0.40 nm: -16.2063 meV
Quartic lattice sum A: 3.1082
Corrected minus isolated, L=1.7 nm: -0.2423 meV
Quartic estimate, L=1.7 nm: -0.2328 meV
Corrected minus isolated, L=3.4 nm: -7.353 ueV
Quartic estimate, L=3.4 nm: -7.274 ueV
Frozen-ion dielectric constant: 11.0
Energy shift from frozen-ion constant: 95.430 meV
Width spread with that constant: 4.694 ueV
Plateau check planes: 0.531 and 0.850 nm
Plateau bend, matching eps: 0.000 uV
Plateau bend, frozen-ion eps: 7.851 mV
Short-range screening length: 0.060 nm
Screening-kernel integral S: 0.04176 nm^2
Microscopic-screening error: 54.816 meV
Predicted q^2 S/(2 volume): 55.077 meV
Its width spread: 3.972 ueV
Its plateau bend: 0.6259 mV
Its error at L=3.4 nm: 6.877 meV
Error after two-cell extrapolation: 0.0289 meV
Coarse cutoff: 40.0 1/nm; tested width: 0.05 nm
Missing energy: 25.331 meV; estimate: 26.309 meV
Growth temperature: 900 K; kT: 0.07756 eV
Concentration reduction by E_corr: 3.293e+04 times
Concentration factor from microscopic error: 2.027
Carrier density: 1.0e+18 cm^-3; Debye length: 7.464 nm
Carrier-screening energy shift: -65.371 meV
Point-charge Debye estimate: -66.776 meV
Electron mass ratio: 0.067; n/Nc: 0.442
Debye-length increase from degeneracy: 7.82 percent
Rough hot dielectric constant: 13.78; energy shift: -104.503 meV
```
